# Work-function shift from adsorbate dipoles and the image-charge factor of two: a numerical check

```python
"""Work-function shift of a dilute adsorbate layer on a metal.

Result under test: |shift| = e N |mu| / eps0, about 0.19 eV for
N = 1e14 cm^-2 and |mu| = 0.5 debye, without mutual depolarisation.
N: adsorbates per area; mu: normal dipole of the total neutral charge
change per adsorbate, including metal screening charge.
Negative charge outward raises the work function.
Internal units: nm, elementary charge e, volt; electron energies in eV.
h: height above image plane; alpha: polarisability volume.
The depolarisation model uses point dipoles and a perfect image plane.
"""
import numpy as np
from mpmath import zeta
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid

# Inputs: round values, rough for dilute chlorine on Cu(111).
density_cm2 = 1.0e14
dipole_debye = 0.5
lattice_constant = 0.36
h = 0.10
alpha = 0.004
temperature = 300.0

density = density_cm2 * 1.0e-14
debye_si = 1.0e-21 / sc.c
dipole_si = dipole_debye * debye_si
dipole = dipole_si / sc.e * 1.0e9
e_over_eps0 = sc.e / sc.epsilon_0 * 1.0e9
coulomb = e_over_eps0 / (4 * np.pi)
shift = density * dipole * e_over_eps0
charge = dipole / h
spacing = density ** -0.5

# The same shift through atomic units.
bohr = sc.physical_constants["Bohr radius"][0]
hartree_ev = sc.physical_constants["Hartree energy in eV"][0]
density_au = density * 1.0e18 * bohr**2
dipole_au = dipole_si / (sc.e * bohr)
shift_au = 4 * np.pi * density_au * dipole_au
assert abs(shift_au * hartree_ev / shift - 1) < 1e-7
assert abs(shift - 0.19) < 0.005

# Integrate Poisson's equation for a skewed neutral charge profile.
z = np.linspace(-1.0, 3.0, 40001)
width = 0.04
positive = np.exp(-z**2 / (2 * width**2)) / (width * np.sqrt(2*np.pi))
decay = h / 2
outside = np.maximum(z, 0.0)
negative = outside * np.exp(-outside / decay) / decay**2
rho = density * charge * (positive - negative)
field = e_over_eps0 * cumulative_trapezoid(rho, z, initial=0)
potential = -cumulative_trapezoid(field, z, initial=0)
poisson_shift = -(potential[-1] - potential[0])
assert abs(poisson_shift / shift - 1) < 1e-4

# Sum adatom charges -q and their images +q over a large disc.
disc_radius = 300.0
axis = np.arange(-300, 301) * spacing
gx, gy = np.meshgrid(axis, axis)
inside = gx**2 + gy**2 <= disc_radius**2
sites_x, sites_y = gx[inside], gy[inside]


def electron_energy(x, y, height):
    r2 = (sites_x - x)**2 + (sites_y - y)**2
    pair = (1 / np.sqrt(r2 + (height - h)**2)
            - 1 / np.sqrt(r2 + (height + h)**2))
    missing = shift * height / np.hypot(height, disc_radius)
    return coulomb * charge * pair.sum() + missing


far_shift = electron_energy(0.0, 0.0, 3.0)
assert abs(far_shift / shift - 1) < 1e-4
wave = 2 * np.pi / spacing
read_height = 1.0
ripple_sum = (electron_energy(0.0, 0.0, read_height)
              - electron_energy(spacing/2, spacing/2, read_height))
ripple_formula = (8 * shift * np.sinh(wave*h) / (wave*h)
                  * np.exp(-wave*read_height))
assert abs(ripple_sum / ripple_formula - 1) < 0.01


def opposing_kernel(r):
    """Opposing normal field / (dipole * Coulomb constant)."""
    return 1/r**3 + (r**2 - 8*h**2) / (r**2 + 4*h**2)**2.5


# Check the kernel by differentiating potentials of finite charges.
def unit_dipole_potential(height, r):
    gap = 1.0e-3
    total = 0.0
    for sign in (1, -1):
        source = h + sign * gap / 2
        total += sign / gap * (1/np.hypot(r, height-source)
                              - 1/np.hypot(r, height+source))
    return total


step = 1.0e-4
for distance in (0.45, 0.8, 1.0):
    slope = (unit_dipole_potential(h+step, distance)
             - unit_dipole_potential(h-step, distance)) / (2*step)
    assert abs(slope / opposing_kernel(distance) - 1) < 1e-4

# Ordered square layer; the omitted far region is integrated.
distances = np.hypot(sites_x, sites_y)
distances = distances[distances > 0]
direct_sum = (np.sum(distances**-3)
              + 2*np.pi*density/disc_radius)
beta = (zeta(1.5, 0.25) - zeta(1.5, 0.75)) / 8
square_constant = float(4 * zeta(1.5) * beta)
assert abs(direct_sum*spacing**3 / square_constant - 1) < 1e-5
ordered_sum = (np.sum(opposing_kernel(distances))
               + 4*np.pi*density/disc_radius)
ordered_factor = 1 / (1 + alpha * ordered_sum)


def solve_dipoles(points, cell):
    """Mean dipole / isolated dipole for a periodic cell."""
    delta = points[:, None, :] - points[None, :, :]
    matrix = np.zeros((len(points), len(points)))
    for i in range(-3, 4):
        for j in range(-3, 4):
            vector = delta + np.array([i, j]) * cell
            r = np.sqrt(np.sum(vector**2, axis=2))
            r[r < 1e-9] = 1e9
            matrix += opposing_kernel(r)
    area = np.prod(cell)
    half_width = 3.5 * np.sqrt(area)
    matrix += 8 * np.sqrt(2) / (half_width * area)
    system = np.eye(len(points)) + alpha * matrix
    return np.linalg.solve(system, np.ones(len(points))).mean()


square_axis = np.arange(12) * spacing
sx, sy = np.meshgrid(square_axis, square_axis)
square_points = np.column_stack((sx.ravel(), sy.ravel()))
square_solution = solve_dipoles(square_points, np.full(2, 12*spacing))
assert abs(square_solution / ordered_factor - 1) < 1e-3

# Random occupation of surface sites, with nearest neighbours blocked.
site_gap = lattice_constant / np.sqrt(2)
site_density = 2 / (np.sqrt(3) * site_gap**2)
coverage = density / site_density
columns, rows = 48, 28
cell = np.array([columns*site_gap, rows*np.sqrt(3)*site_gap])
cx, cy = np.meshgrid(np.arange(columns), np.arange(rows))
corner = np.column_stack((cx.ravel()*site_gap,
                          cy.ravel()*np.sqrt(3)*site_gap))
centre = corner + site_gap * np.array([0.5, np.sqrt(3)/2])
surface_sites = np.vstack((corner, centre))
adatom_count = int(round(density * np.prod(cell)))
rng = np.random.default_rng(7)
random_factors = []
for sample in range(10):
    chosen = []
    for point in surface_sites[rng.permutation(len(surface_sites))]:
        if chosen:
            delta = np.array(chosen) - point
            delta -= cell * np.round(delta / cell)
            if np.min(np.sum(delta**2, axis=1)) < (1.1*site_gap)**2:
                continue
        chosen.append(point)
        if len(chosen) == adatom_count:
            break
    assert len(chosen) == adatom_count
    random_factors.append(solve_dipoles(np.array(chosen), cell))
random_factor = np.mean(random_factors)
random_spread = np.std(random_factors, ddof=1)

# Mean-field comparison: every allowed site has the average coverage.
index = np.arange(-250, 251)
ix, iy = np.meshgrid(index, index)
site_r = site_gap * np.sqrt(ix**2 + ix*iy + iy**2)
cutoff = 50.0
allowed = (site_r > 1.1*site_gap) & (site_r < cutoff)
mean_sum = (coverage * np.sum(opposing_kernel(site_r[allowed]))
            + 4*np.pi*density/cutoff)
mean_factor = 1 / (1 + alpha*mean_sum)
# Mean field omits pair correlations and site-to-site dipole variation.
assert abs(random_factor / mean_factor - 1) < 0.02

pair_energy = coulomb * dipole**2 * opposing_kernel(spacing)
thermal_energy = sc.k * temperature / sc.e
assert pair_energy < 0.1 * thermal_energy

print(f"Adsorbate density: {density_cm2:.2e} cm^-2")
print(f"Normal dipole magnitude: {dipole_debye:.2f} debye")
print(f"One debye: {debye_si:.5e} C m")
print(f"Normal dipole magnitude: {dipole_si:.5e} C m")
print(f"Normal dipole magnitude: {dipole:.6f} e nm")
print(f"e/eps0: {e_over_eps0:.4f} V nm")
print(f"Undepolarised shift magnitude: {shift:.5f} eV")
print(f"Density: {density_au:.6e} bohr^-2")
print(f"Dipole: {dipole_au:.6f} e bohr")
print(f"Shift: {shift_au:.6e} hartree")
print(f"Wrongly doubled image result: {2*shift:.4f} eV")
print(f"Copper lattice constant, rough input: {lattice_constant:.2f} nm")
print(f"Cu(111) site density: {site_density*1e14:.3e} cm^-2")
print(f"Coverage: {coverage:.4f} monolayer")
print(f"Height above image plane, rough input: {h:.2f} nm")
print(f"Equivalent charge magnitude: {charge:.4f} e")
print(f"Shift from skewed Poisson profile: {poisson_shift:.5f} eV")
print(f"Shift from charges and images at 3 nm: {far_shift:.5f} eV")
print(f"Mean adsorbate spacing: {spacing:.3f} nm")
print(f"Top-to-hollow variation at 1 nm, sum: {ripple_sum*1e3:.3f} meV")
print(f"Same variation, first harmonics: {ripple_formula*1e3:.3f} meV")
print(f"Polarisability volume, rough input: {alpha:.4f} nm^3")
print(f"Square-lattice direct sum: {square_constant:.4f} (no unit)")
print(f"Ordered opposing sum K: {ordered_sum:.3f} nm^-3")
print(f"Ordered dipole factor: {ordered_factor:.4f} (no unit)")
print(f"Ordered depolarised shift: {shift*ordered_factor:.4f} eV")
print(f"Pair repulsion at mean spacing: {pair_energy*1e3:.4f} meV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {thermal_energy*1e3:.2f} meV")
print(f"Adatoms in each random cell: {adatom_count:d}")
print(f"Random layers solved: {len(random_factors):d}")
print(f"Random-layer mean dipole factor: {random_factor:.4f} (no unit)")
print(f"Spread between random layers: {random_spread:.4f} (no unit)")
print(f"Mean-field opposing sum: {mean_sum:.3f} nm^-3")
print(f"Mean-field dipole factor: {mean_factor:.4f} (no unit)")
print(f"Random depolarised shift: {shift*random_factor:.4f} eV")
print(f"Random-layer reduction: {100*(1-random_factor):.2f} percent")
print("every check passed")
```

Output:

```
Adsorbate density: 1.00e+14 cm^-2
Normal dipole magnitude: 0.50 debye
One debye: 3.33564e-30 C m
Normal dipole magnitude: 1.66782e-30 C m
Normal dipole magnitude: 0.010410 e nm
e/eps0: 18.0951 V nm
Undepolarised shift magnitude: 0.18837 eV
Density: 2.800285e-03 bohr^-2
Dipole: 0.196715 e bohr
Shift: 6.922292e-03 hartree
Wrongly doubled image result: 0.3767 eV
Copper lattice constant, rough input: 0.36 nm
Cu(111) site density: 1.782e+15 cm^-2
Coverage: 0.0561 monolayer
Height above image plane, rough input: 0.10 nm
Equivalent charge magnitude: 0.1041 e
Shift from skewed Poisson profile: 0.18837 eV
Shift from charges and images at 3 nm: 0.18837 eV
Mean adsorbate spacing: 1.000 nm
Top-to-hollow variation at 1 nm, sum: 3.006 meV
Same variation, first harmonics: 3.003 meV
Polarisability volume, rough input: 0.0040 nm^3
Square-lattice direct sum: 9.0336 (no unit)
Ordered opposing sum K: 17.213 nm^-3
Ordered dipole factor: 0.9356 (no unit)
Ordered depolarised shift: 0.1762 eV
Pair repulsion at mean spacing: 0.2862 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Adatoms in each random cell: 151
Random layers solved: 10
Random-layer mean dipole factor: 0.8959 (no unit)
Spread between random layers: 0.0039 (no unit)
Mean-field opposing sum: 28.880 nm^-3
Mean-field dipole factor: 0.8964 (no unit)
Random depolarised shift: 0.1688 eV
Random-layer reduction: 10.41 percent
every check passed
```
